# Why ALDA Fails to Bind Excitons in a Model Crystal: a numerical check

```python
# Result under test: in the optical limit q -> 0 of an insulator, a kernel f enters the
# macroscopic dielectric function eps_M only through q^2 f_00, q f_0G and f_GG'.
# A finite (ALDA) head and finite wings drop out; the ALDA body stays, but here it is too
# weak to bind an exciton. A head -alpha/q^2 binds if alpha exceeds a threshold.
# Symbols (Hartree atomic units): S = Kohn-Sham response with its head divided by q^2 and
# its wings by q; K = scaled kernel without the macroscopic Coulomb term; q along x.
# A pole below the gap occurs where an eigenvalue of S(omega) K equals 1.
import itertools
import numpy as np
from scipy.optimize import brentq, minimize
from scipy.constants import physical_constants
from pyscf.dft import libxc

EV = physical_constants["Hartree energy in eV"][0]
A_LAT, DEPTH, RANGE = 5.0, 2.0, 1.5
VOL, GUNIT = A_LAT**3, 2 * np.pi / A_LAT

# plane waves, ordered by length so that G = 0 comes first
ints = [n for n in itertools.product(range(-2, 3), repeat=3) if sum(i * i for i in n) <= 6]
ints = np.array(sorted(ints, key=lambda n: (sum(i * i for i in n), n)))
NG = len(ints)
G = GUNIT * ints
G2 = np.sum(G**2, axis=1)
diff = ints[:, None, :] - ints[None, :, :]
VMAT = (-DEPTH * (np.pi * RANGE**2)**1.5 / VOL
        * np.exp(-np.sum(diff**2, axis=2) * GUNIT**2 * RANGE**2 / 4))
lookup = {tuple(n): i for i, n in enumerate(ints)}
# SHIFT[m, n] = position of vector n - m, or NG (a zero entry) if outside the basis
SHIFT = np.array([[lookup.get(tuple(n - m), NG) for n in ints] for m in ints])


def bands(kpts):
    ham = np.repeat(VMAT[None], len(kpts), axis=0)
    idx = np.arange(NG)
    ham[:, idx, idx] += 0.5 * np.sum((kpts[:, None, :] + G[None])**2, axis=2)
    return np.linalg.eigh(ham)


def mesh(n):
    pts = ((2 * np.arange(n) + 1) / n - 1) / 2
    return GUNIT * np.array(list(itertools.product(pts, repeat=3)))


def transitions(n, q=0.0):
    """Transition energies, pair amplitudes (G = 0 row divided by q), prefactor."""
    kpts = mesh(n)
    half = np.array([q / 2, 0, 0])
    e_v, c_v = bands(kpts - half)
    e_c, c_c = (e_v, c_v) if q == 0 else bands(kpts + half)
    val, cond = c_v[:, :, 0], c_c[:, :, 1:]
    delta = e_c[:, 1:] - e_v[:, :1]
    padded = np.concatenate([val, np.zeros((len(kpts), 1))], axis=1)
    amp = padded[:, SHIFT] @ cond
    if q == 0:   # momentum matrix element over transition energy
        amp[:, 0, :] = np.einsum('kn,knc->kc', val * G[:, 0], cond) / delta
    else:        # directly computed overlap at finite q
        amp[:, 0, :] /= q
    amp = amp.transpose(1, 0, 2).reshape(NG, -1)
    return delta.ravel(), amp, 2 / (len(kpts) * VOL)


def response(tr, w):
    delta, amp, pref = tr
    return (amp * (pref * 2 * delta / (w * w - delta**2))) @ amp.T


def head_strength(s, k):
    return -np.linalg.solve(np.eye(NG) - s @ k, s)[0, 0]


def eps_limit(s, k):
    return 1 + 4 * np.pi * head_strength(s, k)


def eps_definition(s_q, f, q):
    """eps_M from the full inverse dielectric matrix at finite q."""
    d = np.ones(NG)
    d[0] = q
    chi_s = d[:, None] * s_q * d[None, :]
    v = 4 * np.pi / np.sum((G + np.array([q, 0, 0]))**2, axis=1)
    chi = np.linalg.solve(np.eye(NG) - chi_s @ (np.diag(v) + f), chi_s)
    return 1 / (1 + v[0] * chi[0, 0])


def top(s, k, m=NG):
    return np.max(np.linalg.eigvals(s[:m, :m] @ k[:m, :m]).real)


# ---- band gap: search of the irreducible wedge, then local refinement
frac = np.arange(9) / 16
wedge = np.array([(x, y, z) for x in frac for y in frac for z in frac if x >= y >= z])
e_w = bands(GUNIT * wedge)[0]
direct = e_w[:, 1] - e_w[:, 0]
k_edge = wedge[np.argmin(direct)]


def direct_gap(x):
    e = bands(GUNIT * np.array([x]))[0][0]
    return e[1] - e[0]


refined = minimize(direct_gap, k_edge, method="Nelder-Mead", bounds=[(0, 0.5)] * 3)
EG = min(refined.fun, direct.min())
fundamental = e_w[:, 1].min() - e_w[:, 0].max()
assert fundamental > 0

# ---- density and ALDA kernel
NR = 20
val6 = bands(mesh(6))[1][:, :, 0]
dens = np.zeros((NR, NR, NR))
for c in val6:
    box = np.zeros((NR, NR, NR))
    box[tuple((ints % NR).T)] = c
    dens += 2 / (VOL * len(val6)) * np.abs(np.fft.ifftn(box) * NR**3)**2
assert abs(dens.mean() * VOL - 2) < 1e-9 and dens.min() > 0
XC = 'LDA_X,LDA_C_PW'
flat = dens.ravel()
fxc = np.asarray(libxc.eval_xc(XC, flat, spin=0, deriv=2)[2][0]).ravel()
vp = np.asarray(libxc.eval_xc(XC, flat * 1.0001, spin=0, deriv=1)[1][0]).ravel()
vm = np.asarray(libxc.eval_xc(XC, flat * 0.9999, spin=0, deriv=1)[1][0]).ravel()
assert np.allclose((vp - vm) / (0.0002 * flat), fxc, rtol=1e-4)
assert fxc.max() < 0
f_four = np.fft.fftn(fxc.reshape(dens.shape)).real / NR**3
F_ALDA = f_four[tuple(np.moveaxis(diff % NR, 2, 0))]
F_BODY = F_ALDA.copy()
F_BODY[0, :] = 0
F_BODY[:, 0] = 0
HARTREE = np.diag(np.concatenate([[0.0], 4 * np.pi / G2[1:]]))

# ---- finite q from the definition against the scaled limit
qs = [0.04, 0.02, 0.01]
tr4 = transitions(4)
tr_q = [transitions(4, q) for q in qs]
HEAD = np.zeros((NG, NG))
HEAD[0, 0] = -2.0
WING = np.zeros((NG, NG))
for sign in (1, -1):
    j = lookup[(sign, 0, 0)]
    WING[0, j] = WING[j, 0] = sign
ZERO = np.zeros((NG, NG))
cases = {"RPA": (lambda q: ZERO, ZERO),
         "ALDA": (lambda q: F_ALDA, F_BODY),
         "head": (lambda q: HEAD / q**2, HEAD),
         "wing": (lambda q: WING / q, WING)}
eps0 = {}
for w in (0.0, 0.5 * EG):
    s0 = response(tr4, w)
    sq = [response(t, w) for t in tr_q]
    extrap = (sq[0] - 6 * sq[1] + 8 * sq[2]) / 3
    assert np.max(np.abs(extrap - s0)) < 1e-3 * np.max(np.abs(s0))
    for name, (f_of_q, f_lim) in cases.items():
        e = [eps_definition(s, f_of_q(q), q) for s, q in zip(sq, qs)]
        lim = eps_limit(s0, HARTREE + f_lim)
        assert abs((4 * e[2] - e[1]) / 3 - lim) < 2e-5 * abs(lim), name
        if w == 0:
            eps0[name] = lim
for name in ("ALDA", "head", "wing"):
    assert abs(eps0[name] - eps0["RPA"]) > 1e-3, name
s_static = [response(t, 0.0) for t in tr_q]
lost = [eps_definition(s, F_ALDA, q) - eps_definition(s, F_BODY, q)
        for s, q in zip(s_static, qs)]
assert abs(lost[1] / lost[2] - 4) < 0.1

# ---- pole condition against direct diagonalization in transition space
tr2 = transitions(2)
delta2, amp2, pref2 = tr2
w_test = 0.8 * delta2.min()
s2 = response(tr2, w_test)


def lowest_excitation(k):
    x = amp2 * np.sqrt(delta2)
    return np.sqrt(np.linalg.eigvalsh(np.diag(delta2**2) + 2 * pref2 * x.T @ k @ x)[0])


k_head = HARTREE.copy()
k_head[0, 0] = -1 / head_strength(s2, HARTREE)
low_head = lowest_excitation(k_head)
scale2 = brentq(lambda x: top(s2, HARTREE + x * F_BODY) - 1, 0, 100)
low_body = lowest_excitation(HARTREE + scale2 * F_BODY)
assert abs(low_head - w_test) < 1e-6 and abs(low_body - w_test) < 1e-6

# ---- ALDA at the gap edge, on meshes that avoid the edge itself
K_ALDA = HARTREE + F_BODY
meshes = [6, 8, 10]
trs = {n: transitions(n) for n in meshes}
edge = {n: response(trs[n], EG) for n in meshes}
for n in meshes:
    assert trs[n][0].min() > EG
lam = {n: top(edge[n], K_ALDA) for n in meshes}
lam_inf = (10 * lam[10] - 8 * lam[8]) / 2
assert max(lam.values()) < 1 and lam_inf < 1
assert top(edge[10], HARTREE) < 1e-8
static10 = response(trs[10], 0.0)
ladder = [top(response(trs[10], x * EG), K_ALDA) for x in (0, 0.5, 0.9)] + [lam[10]]
assert np.all(np.diff(ladder) > 0)
scale_edge = brentq(lambda x: top(edge[10], HARTREE + x * F_BODY) - 1, 0, 100)
scale_static = brentq(lambda x: top(static10, HARTREE + x * F_BODY) - 1, 0, 100)
assert 1 < scale_edge < scale_static

# ---- long-range head: window of alpha and a bound exciton
y_edge = {n: head_strength(edge[n], HARTREE) for n in meshes}
y_inf = (10 * y_edge[10] - 8 * y_edge[8]) / 2
y_static = head_strength(static10, HARTREE)
alpha_min, alpha_max = 1 / y_inf, 1 / y_static
assert alpha_min < alpha_max
alpha = 0.5 * (alpha_min + alpha_max)
w_b = {n: brentq(lambda w: alpha * head_strength(response(trs[n], w), HARTREE) - 1,
                 0, EG, xtol=1e-7) for n in (8, 10)}
assert w_b[10] < EG and abs(w_b[10] - w_b[8]) < 3e-3

print(f"lattice constant {A_LAT} bohr, well depth {DEPTH} hartree, range {RANGE} bohr")
print(f"plane waves and G vectors: {NG}")
print("k at smallest direct gap (units 2pi/a):", k_edge)
print(f"smallest direct gap E_g: {EG:.5f} hartree = {EG * EV:.3f} eV")
print(f"fundamental gap: {fundamental:.5f} hartree")
print(f"density min, max: {dens.min():.5f}, {dens.max():.5f} bohr^-3")
print(f"ALDA head f_00: {F_ALDA[0, 0]:.4f} hartree bohr^3")
print(f"ALDA wing f_0G, shortest G: {F_ALDA[0, 1]:.4f} hartree bohr^3")
print(f"Hartree body 4pi/G^2, shortest G: {HARTREE[1, 1]:.4f} hartree bohr^3")
print("Static eps_M in the optical limit, 4x4x4 mesh (dimensionless):")
print(f"  no local fields: {1 - 4 * np.pi * response(tr4, 0.0)[0, 0]:.5f}")
print(f"  RPA with local fields: {eps0['RPA']:.5f}")
print(f"  ALDA (only its body acts): {eps0['ALDA']:.5f}")
print(f"  RPA + head -2/q^2: {eps0['head']:.5f}")
print(f"  RPA + odd wings of size 1/q, shortest G along x: {eps0['wing']:.5f}")
print("Part of static eps_M due to ALDA head and wings:")
for q, x in zip(qs, lost):
    print(f"  q = {q:.2f} bohr^-1: {x:.4e}")
print(f"  ratio for the last halving of q: {lost[1] / lost[2]:.4f}")
print("Pole test, 2x2x2 mesh (hartree):")
print(f"  predicted {w_test:.6f}, head kernel {low_head:.6f}, scaled body {low_body:.6f}")
print("Largest eigenvalue of S K for ALDA at E_g (a pole needs 1):")
for n in meshes:
    print(f"  mesh {n}x{n}x{n}: {lam[n]:.4f}")
print(f"  extrapolated in 1/mesh: {lam_inf:.4f}")
for m in (27, 57):
    print(f"  10x10x10 mesh, only {m} G vectors: {top(edge[10], K_ALDA, m):.4f}")
print(f"  at omega = 0, 10x10x10 mesh: {ladder[0]:.4f}")
print(f"ALDA body factor needed to bind at E_g, 10x10x10 mesh: {scale_edge:.3f}")
print(f"ALDA body factor for static instability: {scale_static:.3f}")
print("Head kernel -alpha/q^2 with Hartree local fields:")
print(f"  Y(0), 10x10x10 mesh: {y_static:.5f}")
for n in meshes:
    print(f"  Y(E_g), mesh {n}x{n}x{n}: {y_edge[n]:.5f}")
print(f"  Y(E_g), extrapolated: {y_inf:.5f}")
print(f"  alpha needed to bind: {alpha_min:.4f}; unstable above: {alpha_max:.4f}")
print(f"  alpha chosen at the middle of the window: {alpha:.4f}")
print(f"  exciton energy, meshes 8 and 10: {w_b[8]:.5f}, {w_b[10]:.5f} hartree")
print(f"  binding energy: {EG - w_b[10]:.5f} hartree = {(EG - w_b[10]) * EV:.3f} eV")
print("verified")
```

Running it gives:

```
lattice constant 5.0 bohr, well depth 2.0 hartree, range 1.5 bohr
plane waves and G vectors: 81
k at smallest direct gap (units 2pi/a): [0.5 0.  0. ]
smallest direct gap E_g: 0.43791 hartree = 11.916 eV
fundamental gap: 0.34434 hartree
density min, max: 0.00024, 0.25203 bohr^-3
ALDA head f_00: -19.4066 hartree bohr^3
ALDA wing f_0G, shortest G: 6.5265 hartree bohr^3
Hartree body 4pi/G^2, shortest G: 7.9577 hartree bohr^3
Static eps_M in the optical limit, 4x4x4 mesh (dimensionless):
  no local fields: 1.56006
  RPA with local fields: 1.43232
  ALDA (only its body acts): 1.49972
  RPA + head -2/q^2: 1.46427
  RPA + odd wings of size 1/q, shortest G along x: 1.40595
Part of static eps_M due to ALDA head and wings:
  q = 0.04 bohr^-1: -9.9736e-05
  q = 0.02 bohr^-1: -2.4978e-05
  q = 0.01 bohr^-1: -6.2472e-06
  ratio for the last halving of q: 3.9982
Pole test, 2x2x2 mesh (hartree):
  predicted 0.451836, head kernel 0.451836, scaled body 0.451836
Largest eigenvalue of S K for ALDA at E_g (a pole needs 1):
  mesh 6x6x6: 0.0888
  mesh 8x8x8: 0.0896
  mesh 10x10x10: 0.0902
  extrapolated in 1/mesh: 0.0925
  10x10x10 mesh, only 27 G vectors: 0.1206
  10x10x10 mesh, only 57 G vectors: 0.2502
  at omega = 0, 10x10x10 mesh: 0.0790
ALDA body factor needed to bind at E_g, 10x10x10 mesh: 3.006
ALDA body factor for static instability: 5.005
Head kernel -alpha/q^2 with Hartree local fields:
  Y(0), 10x10x10 mesh: 0.03512
  Y(E_g), mesh 6x6x6: 0.10667
  Y(E_g), mesh 8x8x8: 0.11581
  Y(E_g), mesh 10x10x10: 0.12110
  Y(E_g), extrapolated: 0.14225
  alpha needed to bind: 7.0301; unstable above: 28.4731
  alpha chosen at the middle of the window: 17.7516
  exciton energy, meshes 8 and 10: 0.34601, 0.34583 hartree
  binding energy: 0.09208 hartree = 2.506 eV
verified
```
